# Appendix: Talman's minimax principle for the lowest electronic Dirac level

The 1s level of a heavy atom is not the bottom of the spectrum of its one-electron Dirac operator, because the negative-energy continuum lies below it. A four-component Kohn–Sham code that lowers the expectation value of the operator over trial spinors is therefore not stopped at 1s. Talman's principle treats the two halves of the spinor differently: the energy is maximised over the small component and only then minimised over the large one. It holds under conditions that an implementation has to respect.

## 1. Conventions and statement

Hartree atomic units are used, \(c=1/\alpha\), \(\mathbf p=-i\nabla\), and the rest energy is subtracted. With \(\psi=(\varphi,\chi)\) made of two-spinors,
\[
H=\begin{pmatrix}V & c\,\sigma\cdot\mathbf p\\ c\,\sigma\cdot\mathbf p & V-2c^2\end{pmatrix}.
\]
\(V\) is a fixed local scalar potential, so in Kohn–Sham theory the statement concerns orbital energies in a given potential without a magnetic term, not the total energy. The assumptions are

(A) \(-Z/r\le V\le 0\) with \(Z<c\);

(B) \(V\) is bounded, or \(Z<c/2\).

\(H^1\) is the space of square-integrable spinors with square-integrable gradient. For \(E>-2c^2\) define
\[
W_E=2c^2+E-V\ \ge\ 2c^2+E>0,\qquad L_E=c\,W_E^{-1}\sigma\cdot\mathbf p ,
\]
and let \(X\) be the space of \(\chi\) with \(\int(1-V)|\chi|^2<\infty\). For \(\varphi\in H^1\), \(\chi\in X\) the expectation value of \(H-E\) is read as the form
\[
h_E[\varphi,\chi]=\langle\varphi|(V-E)\varphi\rangle+2c\,\mathrm{Re}\langle\chi|\sigma\cdot\mathbf p\,\varphi\rangle-\langle\chi|W_E\chi\rangle, \tag{1}
\]
and the Rayleigh quotient obeys \(R-E=h_E/(\|\varphi\|^2+\|\chi\|^2)\).

**Theorem.** Under (A) and (B),
\[
\lambda_1\equiv\inf_{\varphi\in H^1,\ \varphi\ne0}\ \max_{\chi\in X}R(\varphi,\chi)=E_1,
\]
where \(E_1\) is the lowest point of the spectrum of \(H\) above \(-2c^2\). The infimum is attained if \(E_1\) is an eigenvalue. For \(V=-Z/r\), \(E_1=E_C=c^2(\gamma-1)\) with \(\gamma=\sqrt{1-Z^2/c^2}\).

Assumption (B) fixes the domain of \(H\). For smooth \(\psi\) of compact support, integration by parts with \(\nabla\cdot(\hat{\mathbf r}/r)=1/r^2\) gives
\[
0\le\Big\|\nabla\psi+\frac{\hat{\mathbf r}}{2r}\psi\Big\|^2=\|\nabla\psi\|^2-\tfrac12\|\psi/r\|^2+\tfrac14\|\psi/r\|^2,
\]
which is Hardy's inequality \(\|\psi/r\|\le2\|\nabla\psi\|\), extended to \(H^1\) by density. Since \((\sigma\cdot\mathbf p)^2=p^2\), one has \(\|\sigma\cdot\mathbf p\,\varphi\|=\|\nabla\varphi\|\), and the free operator \(H_0\) obeys \((H_0+c^2)^2=c^2p^2+c^4\). Hence \(H_0\) is self-adjoint on \(H^1\) and \(c\|\nabla\psi\|\le\|(H_0+c^2)\psi\|\). Then \(\|V\psi\|\le(2Z/c)\|(H_0+c^2)\psi\|\), and for \(Z<c/2\) or bounded \(V\) the Kato–Rellich theorem makes \(H\) self-adjoint on \(H^1\). The triangle inequality applied to \(H_0+c^2=H+c^2-V\) gives
\[
(c-2Z)\|\nabla\psi\|\le\|H\psi\|+c^2\|\psi\|\quad\text{or}\quad c\|\nabla\psi\|\le\|H\psi\|+(c^2+\sup|V|)\|\psi\|. \tag{2}
\]

## 2. The inner maximum

**Completing the square.** Because \(c\,\sigma\cdot\mathbf p\,\varphi=W_EL_E\varphi\), the cross term of (1) is \(2\mathrm{Re}\langle\chi|W_EL_E\varphi\rangle\). Adding and subtracting \(\langle L_E\varphi|W_EL_E\varphi\rangle\) yields
\[
h_E[\varphi,\chi]=q_E(\varphi)-\langle\chi-L_E\varphi|W_E|\chi-L_E\varphi\rangle, \tag{3}
\]
\[
q_E(\varphi)=\langle\varphi|(V-E)\varphi\rangle+c^2\langle\sigma\cdot\mathbf p\,\varphi|W_E^{-1}\sigma\cdot\mathbf p\,\varphi\rangle .
\]
The last term equals \(\int W_E|L_E\varphi|^2\) and is at most \(c^2\|\nabla\varphi\|^2/(2c^2+E)\), so \(L_E\varphi\in X\). Since \(W_E>0\), \(h_E\le q_E\), with equality only at \(\chi=L_E\varphi\).

**Dependence on \(E\).** From \(W_E^{-1}-W_{E'}^{-1}=(E'-E)W_E^{-1}W_{E'}^{-1}\),
\[
q_E-q_{E'}=(E'-E)\Big[\|\varphi\|^2+\int\frac{W_E}{W_{E'}}|L_E\varphi|^2\Big].
\]
For \(E<E'\) the ratio \((2c^2+E+|V|)/(2c^2+E'+|V|)\) is below 1 and grows with \(|V|\), so it is at least \(\theta=(2c^2+E)/(2c^2+E')\). With \(N_E=\|\varphi\|^2+\|L_E\varphi\|^2\),
\[
\theta\,(E'-E)N_E\le q_E-q_{E'}\le(E'-E)N_E . \tag{4}
\]
Thus \(q_E(\varphi)\) is continuous and strictly decreasing, \(dq_E/dE=-N_E\), and \(q_{E'}\le q_E-(E'-E)\|\varphi\|^2\to-\infty\).

**The gap lemma.** A root of \(q_E(\varphi)\) exists if \(q_E\ge0\) somewhere above \(-2c^2\). The Pauli identity \((\sigma\cdot\mathbf x)(\sigma\cdot\mathbf p)=\mathbf x\cdot\mathbf p+i\,\sigma\cdot\mathbf L\), multiplied from the left by \(\sigma\cdot\mathbf x/r^2\), gives
\[
\sigma\cdot\mathbf p=-i\,\sigma\cdot\hat{\mathbf r}\Big(\partial_r+\frac1r+\frac Kr\Big),\qquad K=-(\sigma\cdot\mathbf L+1). \tag{5}
\]
From \(\mathbf L\times\mathbf L=i\mathbf L\) follows \((\sigma\cdot\mathbf L)^2=L^2-\sigma\cdot\mathbf L\), so \(K^2=L^2+\sigma\cdot\mathbf L+1=J^2+\tfrac14\) with eigenvalues \((j+\tfrac12)^2\ge1\). Hence \(|K|\ge1\), and \(\Sigma=\mathrm{sgn}K\) is unitary on the sphere and commutes with \(r\) and \(\partial_r\). Choose
\[
\chi_h=-ih\,\sigma\cdot\hat{\mathbf r}\,\Sigma\varphi,\qquad h=\frac{Z}{c(1+\gamma)} .
\]
Both \(-i\sigma\cdot\hat{\mathbf r}\) and \(\Sigma\) preserve the norm on each sphere. For \(\|\varphi\|=1\) this gives \(\|\chi_h\|^2=h^2\) and \(\langle\chi_h|r^{-1}\chi_h\rangle=h^2\langle1/r\rangle\), which is finite by Hardy's inequality, so \(\chi_h\in X\). By (5) the cross term is \(2ch\,\mathrm{Re}\langle\Sigma\varphi|(\partial_r+1/r+K/r)\varphi\rangle\). With \(v=r\varphi\), \((\partial_r+1/r)\varphi=v'/r\), and the real part of this piece is \(\tfrac12\int dr\,\partial_r(v,\Sigma v)_{\rm sphere}=0\), because \(v\) vanishes at both ends for smooth \(\varphi\) of compact support and the expression is continuous in \(H^1\). What remains is \(2ch\langle|K|/r\rangle\). For \(V=-Z/r\),
\[
R(\varphi,\chi_h)=\frac{-Z(1+h^2)\langle1/r\rangle+2ch\langle|K|/r\rangle-2c^2h^2}{1+h^2}.
\]
Since \(Z^2/c^2=1-\gamma^2\), one has \(h^2=(1-\gamma)/(1+\gamma)\) and \(1+h^2=2/(1+\gamma)\). Therefore \(2ch/(1+h^2)=Z\) and \(2c^2h^2/(1+h^2)=c^2(1-\gamma)\), and
\[
R(\varphi,\chi_h)=E_C+Z\Big\langle\frac{|K|-1}{r}\Big\rangle\ \ge E_C . \tag{6}
\]
A potential \(V\ge-Z/r\) adds a non-negative term, so \(R(\varphi,\chi_h)\ge E_C\) under (A). Then \(q_{E_C}(\varphi)\ge h_{E_C}[\varphi,\chi_h]\ge0\), and \(E_C\ge-c^2>-2c^2\).

**The maximum.** For every \(\varphi\ne0\), \(q_E(\varphi)=0\) has exactly one root \(\lambda(\varphi)\) above \(-2c^2\), and \(\lambda(\varphi)\ge E_C\). At \(E=\lambda(\varphi)\), (3) says \(h_\lambda\le0\), that is \(R\le\lambda(\varphi)\) for all \(\chi\), with equality only at \(\chi=L_\lambda\varphi\). So
\[
\max_\chi R=\lambda(\varphi),\qquad \lambda_1=\inf_\varphi\lambda(\varphi)\ge E_C>-2c^2, \tag{7}
\]
and \(q_{\lambda_1}(\varphi)\ge q_{\lambda(\varphi)}(\varphi)=0\) for all \(\varphi\). The inequality \(\lambda_1>-2c^2\) is the gap condition. As \(c\to\infty\) at fixed \(\varphi\), \(c^2/W_E\to\tfrac12\) and \(\lambda(\varphi)\) tends to the Schrödinger quotient \(\langle p^2/2+V\rangle\).

## 3. The outer infimum

**No spectrum in \((-2c^2,\lambda_1)\).** Let \(E\) lie in this interval and in the spectrum, and drop the index \(E\) on \(W,L\). By Weyl's criterion there are normalised \(\psi_n=(\varphi_n,\chi_n)\in H^1\) with \((H-E)\psi_n=(f_n,g_n)\to0\). The lower row \(c\,\sigma\cdot\mathbf p\,\varphi_n-W\chi_n=g_n\) gives \(\chi_n=L\varphi_n-W^{-1}g_n\), where \(\|W^{-1}g_n\|\le\|g_n\|/(2c^2+E)\to0\), so \(L\varphi_n\) is bounded. The product of the upper row with \(\varphi_n\) is \(\langle\varphi_n|(V-E)\varphi_n\rangle+\langle WL\varphi_n|\chi_n\rangle=\langle\varphi_n|f_n\rangle\). Inserting \(\chi_n\),
\[
q_E(\varphi_n)=\langle\varphi_n|f_n\rangle+\langle L\varphi_n|g_n\rangle\to0 .
\]
By (4) and \(q_{\lambda_1}\ge0\), \(q_E(\varphi_n)\ge\theta(\lambda_1-E)N_E(\varphi_n)\). So \(\varphi_n\to0\), \(L\varphi_n\to0\) and \(\chi_n\to0\), which contradicts \(\|\psi_n\|=1\).

**\(\lambda_1\) is in the spectrum.** Set \(E=\lambda_1\) and suppose \((H-E)^{-1}\) is bounded. Take \(\varphi_n\) with \(\lambda(\varphi_n)\to\lambda_1\), scaled so that \(\psi_n=(\varphi_n,L\varphi_n)\) has \(\|\psi_n\|^2=N_E=1\). The upper bound in (4) gives \(0\le q_E(\varphi_n)\le\lambda(\varphi_n)-\lambda_1\to0\). Let \(\eta_n=(a_n,b_n)=(H-E)^{-1}\psi_n\in H^1\). Both \(\eta_n\) and \(H\eta_n=\psi_n+E\eta_n\) are bounded, so \(\nabla\eta_n\) is bounded by (2). Written by rows,
\[
1=\langle\psi_n|(H-E)\eta_n\rangle=\langle\varphi_n|(V-E)a_n\rangle+\langle\varphi_n|c\,\sigma\cdot\mathbf p\,b_n\rangle+\langle L\varphi_n|c\,\sigma\cdot\mathbf p\,a_n\rangle-\langle L\varphi_n|Wb_n\rangle .
\]
The second term equals \(\langle WL\varphi_n|b_n\rangle\) and cancels the fourth. The rest is the Hermitian form \(q_E(\varphi_n,a_n)\) whose diagonal is \(q_E\ge0\), so the Cauchy–Schwarz inequality gives \(1\le q_E(\varphi_n)\,q_E(a_n)\). Because \(V\le0\), \(q_E(a_n)\le|E|\,\|a_n\|^2+c^2\|\nabla a_n\|^2/(2c^2+E)\) is bounded. The right side tends to zero, a contradiction. Hence \(\lambda_1=E_1\).

**Attainment.** If \((\varphi,\chi)\) is an eigenvector with eigenvalue \(E>-2c^2\), the relations above with \(f=g=0\) give \(\chi=L_E\varphi\), hence \(\varphi\neq0\), and \(q_E(\varphi)=0\), hence \(\lambda(\varphi)=E\). For \(V=0\), \(E_1=0\) is the edge of the continuum and the infimum is not attained.

After (7) only \(V\le0\), self-adjointness of \(H\) on \(H^1\), (2) and the gap condition were used. For several nuclei the second and third of these hold if \(V\) is bounded, or if the point charges sum to less than \(c/2\), since Hardy's inequality about each centre gives \(\|V\psi\|\le2\sum_iZ_i\|\nabla\psi\|\). In those cases the theorem stands once \(q_{E^*}\ge0\) is shown for one \(E^*>-2c^2\); the lemma above covers one centre.

**The Coulomb 1s state.** Let \(\Omega\) be a constant spinor normalised on the sphere, so \(K\Omega=-\Omega\) (\(\kappa=-1\)), and take \(\varphi=P\Omega/r\), \(\chi=-i\,\sigma\cdot\hat{\mathbf r}\,Q\Omega/r\) with real \(P,Q\). Equation (5) gives \(\sigma\cdot\mathbf p\,\varphi=-i\,\sigma\cdot\hat{\mathbf r}\,(P'-P/r)\Omega/r\). The identity \(\sigma\cdot\nabla[\sigma\cdot\mathbf x\,F(r)]=3F+rF'\) with \(F=-iQ/r^2\) gives \(\sigma\cdot\mathbf p\,\chi=-(Q'+Q/r)\Omega/r\). For spherical \(V\) this channel is invariant under \(H\), the proof runs inside it unchanged, and
\[
(V-E)P-c(Q'+Q/r)=0,\qquad c(P'-P/r)-W_EQ=0, \tag{8}
\]
\[
R=\frac{\int[VP^2+2cQ(P'-P/r)+(V-2c^2)Q^2]\,dr}{\int(P^2+Q^2)\,dr}.
\]
Here \(\chi_h\) is \(Q=-hP\). Insert \(P=r^\gamma e^{-Zr}\), \(Q=-hP\), \(E=E_C\), with \(W=c^2(1+\gamma)+Z/r\), and divide by \(P\). The first equation becomes \([-Z+ch(1+\gamma)]/r+[c^2(1-\gamma)-chZ]=0\) and the second \([c(\gamma-1)+hZ]/r+[-cZ+hc^2(1+\gamma)]=0\). All four brackets vanish because \(ch(1+\gamma)=Z\) and \(hZ=c(1-\gamma^2)/(1+\gamma)=c(1-\gamma)\). The gradient behaves as \(r^{\gamma-2}\) and is square integrable for \(\gamma>\tfrac12\), which \(Z<c/2\) ensures. So \(E_C\) is an eigenvalue, \(E_1\le E_C\), and (7) gives \(E_1=E_C\). The form \(E_C=-Z^2/(1+\gamma)\) avoids cancellation and shows the limit \(-Z^2/2\).

## 4. Rules for an implementation

**Upper bounds come from the full inner maximum.** For large-component functions \(\varphi_i\) with overlap matrix \(O\), build
\[
M_{ij}(E)=\langle\varphi_i|(V-E)\varphi_j\rangle+c^2\langle\sigma\cdot\mathbf p\,\varphi_i|W_E^{-1}\sigma\cdot\mathbf p\,\varphi_j\rangle
\]
and let \(m(E)\) be the lowest eigenvalue of \(Mx=mOx\). Now \(m(E)\ge0\) means \(q_E\ge0\) on the whole span, which means \(E\le\lambda(\varphi)\) on the whole span. The root of \(m(E)\) is thus the minimum of \(\lambda\) over the span. Up to quadrature error it is an upper bound to \(E_1\) that cannot rise when the basis is enlarged.

**An unconverged Newton iterate lies low.** At fixed \(\varphi\) the Newton step is \(E+q_E/N_E=R(\varphi,L_E\varphi)\le\lambda(\varphi)\). A Newton iterate is therefore not guaranteed to be a bound before convergence. Any \(E\) with \(q_E(\varphi)\le0\), such as the upper end of a bracket, obeys \(E\ge\lambda(\varphi)\ge E_1\) and is a bound.

**A restricted small space gives no bound in general.** It lowers the inner maximum, possibly below \(E_1\). This includes kinetic balance, \(\chi\propto\sigma\cdot\mathbf p\,\varphi\), which replaces \(W_E^{-1}\) in \(L_E\) by a constant and is not covered by the theorem. Under (A), a small space that contains \(\chi_h\) for each \(\varphi\) keeps the result at or above \(E_C\), by (6).

**The order cannot be swapped.** At fixed \(\chi\ne0\), scaling \(\varphi\to0\) sends \(R\) to \(\langle\chi|(V-2c^2)\chi\rangle/\|\chi\|^2\le-2c^2\), so \(\sup_{\chi\ne0}\inf_\varphi R\le-2c^2\). The choice \(\chi=0\) has to be excluded here: for bounded \(V\) it gives the infimum of \(V\), which can lie above \(-2c^2\) but is in general not \(E_1\). For a point nucleus and \(\chi\in H^1\) the inner infimum is \(-\infty\): with \(\|\varphi\|=\|\chi\|=1\), \(2R\le-Z\langle1/r\rangle_\varphi+2c\|\nabla\chi\|\), and \(\langle1/r\rangle_\varphi\) is unbounded.

**The gap condition can fail.** For \(Z>c\), \(\gamma\) is not real and the lemma is lost. For \(P\propto re^{-ar}\), \(P'-P/r=-aP\), \(\langle1/r\rangle=a\), \(\langle r\rangle=3/2a\). As \(E\downarrow-2c^2\), \(W_E\to Z/r\) and
\[
q\to a\Big(\frac{3c^2}{2Z}-Z\Big)+2c^2, \tag{9}
\]
which is negative for \(Z>c\sqrt{3/2}\) and large \(a\). Then \(q_E<0\) for all \(E>-2c^2\), so \(R\le-2c^2\), and a large \(\chi\) placed far from the nucleus approaches that value. The supremum is \(-2c^2\) and says nothing about a bound level. The threshold \(c\sqrt{3/2}=167.83\) belongs to this trial shape only.

## 5. Exponential trial functions

Take \(P=p_a\), \(Q=\eta\,p_b\), with \(p_a=n_ar^se^{-ar}\), \(s>\tfrac12\), \(n_a^2=(2a)^{2s+1}/\Gamma(2s+1)\). From \(\int r^{k}e^{-\beta r}dr=\Gamma(k+1)/\beta^{k+1}\), \(\langle1/r\rangle_a=n_a^2\Gamma(2s)/(2a)^{2s}=a/s\). Since \(p_a'-p_a/r=[(s-1)/r-a]p_a\),
\[
D=\int p_b\Big(p_a'-\frac{p_a}r\Big)dr=n_an_b\Big[\frac{(s-1)\Gamma(2s)}{(a+b)^{2s}}-\frac{a\,\Gamma(2s+1)}{(a+b)^{2s+1}}\Big]=S\Big[\frac{(s-1)(a+b)}{2s}-a\Big],
\]
where \(S=(2\sqrt{ab}/(a+b))^{2s+1}\) is the overlap of the two shapes. With \(A=-Za/s\) and \(B=-Zb/s-2c^2\), \(R=(A+2cD\eta+B\eta^2)/(1+\eta^2)\) is the quotient of a \(2\times2\) matrix, and its maximum over \(\eta\) is the upper eigenvalue
\[
\lambda_+(a,b)=\tfrac12(A+B)+\sqrt{\tfrac14(A-B)^2+c^2D^2}. \tag{10}
\]

**\(s=\gamma\).** For every \(a\) the point \(b=a\), \(\eta=-h\) is \(\chi_h\), so \(\max_{\eta,b}R\ge E_C\) by (6). At \(a=Z\) the function \(P\) is exact, the full maximum is \(E_C\), and it is reached only at \(b=Z\). The minimax value is \(E_C\), taken at \(a=b=Z\).

**Tied shapes, \(Q=\eta P\).** For any normalised \(P\), \(\int PP'dr=0\) gives \(D=-u\) with \(u=\langle1/r\rangle\), and (10) becomes \(\lambda_+=-Zu-c^2+c\sqrt{c^2+u^2}\), convex in \(u\). Stationarity, \(cu=Z\sqrt{c^2+u^2}\), gives \(u=Z/\gamma\) and \(\sqrt{c^2+u^2}=c/\gamma\), so \(\lambda_+=-c^2+(c^2-Z^2)/\gamma=E_C\). In the Coulomb potential every shape reproduces the exact energy once it is scaled so that \(\langle1/r\rangle=Z/\gamma\), which for \(p_a\) means \(a=sZ/\gamma\). This agreement therefore says nothing about the quality of \(P\).

**\(s=1\), full maximum.** Let \(w=2c^2+E\), \(d=Z/w\), \(\beta=2a\), so that \(P^2=\tfrac12\beta^3r^2e^{-\beta r}\) and \(W^{-1}=r/[w(r+d)]\). Using \(r^3=(r+d)(r^2-dr+d^2)-d^3\) and \(\int_0^\infty e^{-\beta r}(r+d)^{-1}dr=e^{y}\mathcal E(y)\), where \(y=\beta d\) and \(\mathcal E(y)=\int_y^\infty t^{-1}e^{-t}dt\),
\[
\int_0^\infty\frac{r^3e^{-\beta r}}{r+d}dr=\frac2{\beta^3}-\frac d{\beta^2}+\frac{d^2}\beta-d^3e^y\mathcal E(y).
\]
Multiplication by \(\tfrac12\beta^3c^2a^2/w\) gives
\[
q_E=-Za-E+\frac{c^2a^2}{w}G(y),\qquad G=1-\frac y2+\frac{y^2}2-\frac{y^3}2e^y\mathcal E(y),\qquad y=\frac{2aZ}{w}. \tag{11}
\]
Its root lies strictly above \(E_C\). Equality \(\lambda(P)=E_C\) would make \(\chi_h\) the unique maximiser, \(-hW_{E_C}P=c(P'-P/r)\), a first-order equation solved only by multiples of \(r^\gamma e^{-Zr}\). Since the small spaces are nested, the three \(s=1\) minimax values are ordered: tied \(\le\) free \(b\) \(\le\) full.

## 6. Worked example: In\(^{48+}\)

The model is one electron in the field of a point nucleus with \(Z=49<c/2\), without nuclear size, recoil or radiative corrections. The digits below serve to compare methods within this model and are not a prediction for the ion.

With \(c=137.035999\), \(Z/c=0.357570\) and \(\gamma=0.933886\),
\[
h=\frac{0.357570}{1.933886}=0.184897,\qquad E_C=-\frac{49^2}{1.933886}=-1241.54\ E_h=-33.78\ \text{keV},
\]
against \(-Z^2/2=-1200.50\ E_h\). Direct integration of (8) by shooting gives \(-1241.541492\ E_h\) and \(Q/P=-0.184897\), and the program asserts agreement with \(E_C\) within \(10^{-6}\ E_h\).

For \(s=\gamma\), nested optimisation of (10) ends at \(a=b=49.000\ \text{bohr}^{-1}\) with the same energy. The curvature in \(b\) is \(-0.7665\) and that of the maximised profile in \(a\) is \(+0.9353\ E_h\,\text{bohr}^2\), the signs of a maximum inside a minimum. At \(a=39.20\) the best \(b\) is \(39.549\ \text{bohr}^{-1}\) with \(-1195.526\ E_h\), below the full maximum \(-1195.467\ E_h\). At \(a=58.80\) the corresponding values are \(58.309\), \(-1197.769\) and \(-1197.666\).

For \(s=1\) and the undershooting choice \(b=2a\):

| small space | \(a\) (bohr\(^{-1}\)) | \(E\) (\(E_h\)) | \(E-E_C\) (\(E_h\)) |
|---|---|---|---|
| \(b=a\) | 52.469 | −1241.541 | 0.000 |
| free \(b\) (50.149) | 52.314 | −1239.750 | 1.791 |
| all \(\chi\) | 52.146 | −1237.639 | 3.902 |
| \(b=2a\) | 92.156 | −2003.387 | −761.845 |

The first row sits at \(Z/\gamma=49/0.933886=52.469\), and \(s=2\) gives the same energy at twice that exponent, \(104.938\). The third row follows from (11) with \(c^2=37557.730/2=18778.865\): \(w=37557.730-1237.639=36320.091\), \(y=2\cdot52.146\cdot49/36320.091=0.14070\), \(G=0.93711\), and
\[
q=-2555.15+1237.64+1405.93\times0.93711=-2555.15+1237.64+1317.51=0.00\ E_h .
\]
The full maximum is the only row whose construction guarantees an upper bound to \(E_1\) for every potential obeying (A) and (B). The first two rows are guaranteed only to lie at or above \(E_C\). Here the value, \(-33.68\) keV, exceeds \(E_C\) by \(0.31\%\) of \(|E_C|\). Diagonalisation in a basis of small-component exponentials reaches the same \(-1237.6393\ E_h\), and a finite-difference slope \(dq/dE=-1.034076\) matches \(-N_E\).

The last row excludes \(\chi_h\) and falls below \(E_C\) by \(61\%\) of \(|E_C|\). To leading order in \(a/c\) and \(Z/c\), (10) gives \(A+c^2D^2/(A-B)\approx-Za+S^2a^2/2\) with \(S^2=(8/9)^3\). The kinetic energy is too small by that factor, and the minimum \(-Z^2/2S^2\) lies below \(-Z^2/2\). This accounts for the sign of the error but not for its size: the estimate is \(-1709\ E_h\) against \(-2003\ E_h\). The remainder comes from terms of relative order \(c^{-2}\). Keeping only \(Z(b-a)\) in \(A-B\), where \(Za/2c^2=0.12\), gives \(-1885\ E_h\), and keeping only the higher orders in \(a/c\) gives \(-1795\ E_h\).

In the swapped order with \(Q\propto re^{-Zr}\), \(R(0,Q)=-37557.73-49^2=-39958.73\ E_h\). The minimum over a finite set of large components is \(-1.5\times10^{7}\ E_h\), a number set by that basis, the true infimum being \(-\infty\). For a model charge \(Z=180\) and \(a=2000\ \text{bohr}^{-1}\), (9) gives \(2000\,(156.49-180)+37557.7\approx-9.46\times10^3\ E_h\) (printed: \(-9461.19\)), and the maximum in a finite small basis stays \(3402.1\ E_h\) below the supremum \(-2c^2\). That distance is set by the most diffuse small function, here of exponent near \(590\ \text{bohr}^{-1}\). It shrinks to about \(730\ E_h\) and \(73\ E_h\) when the smallest exponent is \(10\) and \(1\ \text{bohr}^{-1}\).

A case without the Coulomb accident is the screened model \(V=-[1+(Z-1)e^{-\mu r}]/r\) with the round value \(\mu=5\ \text{bohr}^{-1}\). It satisfies (A) because the bracket lies between 1 and \(Z\). Shooting in the \(\kappa=-1\) channel gives \(-1018.078224\ E_h\). The root of \(m(E)\) in the basis \(r^\gamma e^{-Zr}L_k^{(2\gamma)}(2Zr)\), \(k<N\), of generalised Laguerre polynomials exceeds this by \(6.6\times10^{-2}\), \(1.3\times10^{-2}\) and \(5.8\times10^{-6}\ E_h\) for \(N=1,2,3\). The decrease is monotone but uneven, and the theorem fixes no rate. At \(N=10\) the difference is \(-1.0\times10^{-10}\ E_h\), smaller than the root tolerance of the shooting and far inside the asserted \(10^{-6}\ E_h\), so its sign carries no information.

The numerical check that follows also tests (5) symbolically, the spectrum of \(K\) for \(l\le3\), and (6) and (7) on 32 random functions in the channels \(\kappa=\pm1,\pm2\), where the smallest \(\lambda-E_C\) met was \(29.5\ E_h\).

## Computed values

```
c = 137.035999 a.u.
2c^2 = 37557.7301 Eh
Z (In48+) = 49 
Z/c = 0.357570 
gamma = 0.933886 
h = 0.184897 
min |K| = 1.000 
EC formula = -1241.541492 Eh
EC formula = -33.7841 keV
1s by shooting = -1241.541492 Eh
Q/P by shooting = -0.184897 
nonrelativistic -Z^2/2 = -1200.50 Eh
smallest lam-EC, 32 random P = 29.486 Eh
s=gamma minimax: a = 49.000, b = 49.000 1/bohr, E = -1241.541492 Eh
s=gamma curvature in b = -0.7665, of max-profile in a = 0.9353 Eh bohr^2
s=gamma a = 39.20: b* = 39.549 1/bohr, max eta,b = -1195.5264, full max = -1195.4668 Eh
s=gamma a = 58.80: b* = 58.309 1/bohr, max eta,b = -1197.7692, full max = -1197.6661 Eh
Z/gamma = 52.469 1/bohr
s=1 tied b=a: a = 52.469 1/bohr, E = -1241.541492 Eh
s=2 tied b=a: a = 104.938 1/bohr, E = -1241.541492 Eh
s=1 free b: a = 52.314, b = 50.149 1/bohr, E = -1239.7504 Eh
s=1 full max: a = 52.146 1/bohr, E = -1237.6393 Eh = -33.6779 keV
  w = 36320.091 Eh, y = 0.14070, G(y) = 0.93711
  same max by diagonalisation = -1237.6393 Eh
  dq/dE = -1.034076, 1+|L P|^2 = 1.034076
excess over EC: free b 1.7911, full 3.9022 Eh
s=1 tied b=2a: a = 92.156 1/bohr, E = -2003.387 Eh, E-EC = -761.845 Eh
swapped order, Q=r exp(-Zr): R(0,Q) = -39958.73, min over P = -1.5062e+07 Eh
Z = 180, a = 2000 1/bohr: q at -2c^2 = -9461.19 Eh, basis max+2c^2 = -3402.1 Eh
threshold charge c*sqrt(3/2) = 167.83 
screening mu = 5.0 1/bohr
screened 1s by shooting = -1018.078224 Eh
screened minimax N = 1: E = -1018.011939 Eh, excess = 6.6e-02 Eh
screened minimax N = 2: E = -1018.065168 Eh, excess = 1.3e-02 Eh
screened minimax N = 3: E = -1018.078218 Eh, excess = 5.8e-06 Eh
screened minimax N = 10: E = -1018.078224 Eh, excess = -1.0e-10 Eh
```
